# Diffusion of octahedral interstitials in bcc metals from the Snoek relaxation time, part 2

The problem is to find the diffusivity of an interstitial solute in a bcc metal from the relaxation time of its strain, and to apply the result to carbon in ferritic iron. The algebra uses atomic units, so $\hbar=1$, with Boltzmann's constant $k_B$ kept and $\beta=1/(k_BT)$.

The cubic lattice parameter is $a$, and $v=a^3/2$ is the volume per metal atom. In units of $a$, metal atoms lie at points with three integer or three half-integer coordinates. The other points with integer or half-integer coordinates are the octahedral sites. Each is of type $x$, $y$ or $z$, named for the axis along which its two closest atoms lie. The dilute, untrapped solute jumps at rate $w$ to each of four nearest octahedral sites, two of each other type, at distance $h=a/2$. Its mean residence time is $1/(4w)$.

There are $C$ solute atoms per metal atom, $C/3$ on each type without stress. The tracer diffusivity $D$ without stress is the mean squared displacement divided by $6t$, and

$$\frac{\partial C}{\partial t}=\frac{2wh^2}{3}\nabla^2C=\frac{wa^2}{6}\nabla^2C,\qquad D=\frac{wa^2}{6}. \tag{6}$$

A uniaxial stress $\sigma$, positive in tension, acts along the unit vector $\mathbf g$. Per unit $C$, the solute strain along a site axis exceeds that across it by $\Lambda$. A load along a cube axis lowers the energy of sites with that axis by $v\sigma\Lambda$ relative to the others. The relaxed part of the compliance is

$$\delta J=\frac{2Cv\Lambda^2}{9k_BT}(1-3G), \tag{14}$$

where $G=g_x^2g_y^2+g_y^2g_z^2+g_z^2g_x^2$ is zero along [100].

Let $\delta_p$ be the departure of the population of type $p$ from $C/3$, $\delta_p^{\rm eq}$ its equilibrium value, proportional to $\sigma$, and $\eta_p=\delta_p-\delta_p^{\rm eq}$. The $\eta_p$ add to zero, so

$$\frac{d\delta_p}{dt}=2w\sum_{q\ne p}(\eta_q-\eta_p)=2w(-\eta_p-2\eta_p)=-6w\,\eta_p. \tag{18}$$

The relaxation time $\tau$ at constant stress therefore obeys

$$\frac1\tau=6w, \tag{19}$$

and with (6) this gives

$$D=\frac{a^2}{36\,\tau}. \tag{1}$$

### What the number 36 depends on

The factor 36 records a particular set of jumps. Suppose that an atom can also jump directly to octahedral sites at distance $a/\sqrt2$, at rate $\rho w$ for each. From a $z$ site, the steps $(\pm\tfrac12,0,\pm\tfrac12)a$ lead to four $x$ sites and the steps $(0,\pm\tfrac12,\pm\tfrac12)a$ to four $y$ sites. The four steps $(\pm\tfrac12,\pm\tfrac12,0)a$ end on atoms. The allowed steps again come in opposite pairs, so successive steps remain uncorrelated, and

$$D=\frac16\left[4w\frac{a^2}{4}+8\rho w\frac{a^2}{2}\right]=\frac{wa^2}{6}(1+4\rho). \tag{21}$$

The rate from one type to each other type rises from $2w$ to $2w+4\rho w$. The relaxation rate is three times this, by the argument of (18), so

$$\frac1\tau=6w(1+2\rho),\qquad \frac{D\tau}{a^2}=\frac{1+4\rho}{36(1+2\rho)}. \tag{22}$$

Long jumps raise $D\tau$ because they carry an atom farther for the same change of type. If they dominate, $\rho\to\infty$ and the factor tends to $1/18$.

The kind of site matters too. The tetrahedral site $(\tfrac12,\tfrac14,0)a$ has its unique axis along $y$. Its nearest tetrahedral sites are $(\tfrac14,\tfrac12,0)a$ and $(\tfrac34,\tfrac12,0)a$, with axes along $x$, and $(\tfrac12,0,\pm\tfrac14)a$, with axes along $z$. The step length is $a/\sqrt8$. The four steps add to zero, so the mean next step is zero and there is no correlation. With rate $w$ per neighbour,

$$D=\frac16(4w)\frac{a^2}{8}=\frac{wa^2}{12},\qquad \frac1\tau=6w,\qquad D=\frac{a^2}{72\,\tau}. \tag{23}$$

Taking a tetrahedral solute for an octahedral one would therefore double the inferred $D$. The relaxation time alone does not reveal which sites are occupied.

### Reading tau from damping

Let the stress oscillate as $\sigma=\sigma_0e^{i\omega t}$. Equation (18) becomes $i\omega\delta_p=-(\delta_p-\delta_p^{\rm eq})/\tau$, hence $\delta_p=\delta_p^{\rm eq}/(1+i\omega\tau)$. If $J_U$ is the compliance without relaxation, the total compliance is

$$J(\omega)=J_U+\frac{\delta J}{1+i\omega\tau}. \tag{24}$$

The strain lags the stress by an angle $\phi$, with $\tan\phi=-\mathrm{Im}\,J/\mathrm{Re}\,J$. Separate real and imaginary parts by means of $1/(1+i\omega\tau)=(1-i\omega\tau)/(1+\omega^2\tau^2)$, and let $\Delta=\delta J/J_U$ be the relaxation strength:

$$\tan\phi=\frac{\Delta\,\omega\tau}{1+\Delta+\omega^2\tau^2}. \tag{25}$$

At fixed temperature the derivative with respect to $\omega\tau$ vanishes when $1+\Delta+\omega^2\tau^2=2\omega^2\tau^2$. The peak is at

$$\omega\tau=\sqrt{1+\Delta}. \tag{26}$$

The simple reading $\omega\tau=1$ is the limit of weak relaxation.

One can also hold the frequency and change the temperature. Suppose that $\tau=\tau_0e^{H/k_BT}$, with constant activation energy $H$, and that $\Delta$ is small and proportional to $1/T$, as (14) gives when its other factors and $J_U$ are constant. With $y=\ln(\omega\tau)$, (25) becomes

$$\tan\phi\approx\Delta\,\frac{e^y}{1+e^{2y}}=\frac{\Delta}{2\cosh y}\propto\frac{1}{T\cosh y}. \tag{27}$$

Since $y=\ln(\omega\tau_0)+H/(k_BT)$, a change of $1/T$ changes $y$ by $H/k_B$ times as much, and $d\ln(1/T)/dy=k_BT/H$. Setting the derivative of the logarithm of (27) to zero gives

$$\tanh\left[\ln(\omega\tau)\right]=\frac{k_BT}{H}. \tag{28}$$

The right side is positive, so $\omega\tau$ exceeds one at the maximum. The strength grows on cooling, which draws the maximum to a temperature slightly below that at which $\omega\tau=1$.

### Carbon in ferritic iron

Take the rough values $a=2.87$ angstrom, a peak at 313 K for 1 Hz, and $H=0.85$ eV. The angular frequency is $\omega=2\pi\ \mathrm{s^{-1}}$. With $\omega\tau=1$,

$$\tau=\frac1{2\pi}\ \mathrm s=0.159\ \mathrm s,\qquad w=\frac1{6\tau}=1.05\ \mathrm{s^{-1}}. \tag{29}$$

The mean residence time is $1/(4w)=0.239$ s. Equation (1) gives

$$D=\frac{(2.87)^2}{36\times0.1592}=1.44\ \text{angstrom}^2/\mathrm s=1.44\times10^{-16}\ \mathrm{cm^2/s}. \tag{30}$$

At this diffusivity the length $2\sqrt{Dt}$ reaches only about 70 nanometre in a day, yet one oscillation of the damping measurement takes one second.

Surface treatment takes place at a higher temperature. Choose 840 K, in the range of ferritic nitrocarburizing, where the iron is still bcc. If $w$ keeps the same activation energy and $a$ is held fixed, $D$ is proportional to $e^{-H/k_BT}$. At the peak $k_BT=0.026972$ eV, so $H/(k_BT)=31.514$, with digits kept because the exponential magnifies rounding, and

$$\frac{D(840\ \mathrm K)}{D(313\ \mathrm K)}=\exp\left[31.514\left(1-\frac{313}{840}\right)\right]\approx3.86\times10^8. \tag{31}$$

This gives $D=5.55\times10^{-8}\ \mathrm{cm^2/s}$ at 840 K, where the last digit serves only the arithmetic below. The relaxation time there is about $4.1\times10^{-10}$ s.

For a depth, consider dissolved carbon entering a thick, initially carbon-free piece whose surface concentration is held at $C_s$. At depth $X$ and time $t$, try $C=C_sf(u)$ with $u=X/(2\sqrt{Dt})$. Then $\partial C/\partial t=-C_suf'/(2t)$ and $D\,\partial^2C/\partial X^2=C_sf''/(4t)$. Equation (6) requires $f''=-2uf'$, so $f'$ is proportional to $e^{-u^2}$. With $f(0)=1$ and $f(\infty)=0$,

$$\frac{C}{C_s}=\frac{2}{\sqrt\pi}\int_u^\infty e^{-s^2}ds=\operatorname{erfc}\left(\frac{X}{2\sqrt{Dt}}\right). \tag{32}$$

At $X=2\sqrt{Dt}$ the concentration is $\operatorname{erfc}(1)=0.157$ of the surface value. After one hour this depth is

$$2\sqrt{5.55\times10^{-8}\times3600}\ \mathrm{cm}\approx280\ \text{micrometre}. \tag{33}$$

### Errors in the measured numbers

The peak temperature must be measured accurately. Since $|d\ln\tau/dT|=H/(k_BT^2)$, an error of 1 K in the peak temperature changes the inferred $\tau$ or $D$ at a stated temperature by 10%.

The extrapolation is also sensitive to $H$. With the peak held fixed, an increase of 0.02 eV multiplies $D$ at 840 K by $\exp[(0.02\ \mathrm{eV}/k_B)(1/313\ \mathrm K-1/840\ \mathrm K)]=1.59$. The depth changes by the square root, a factor of 1.26. A second peak at another frequency measures $H$, and a wide spacing of frequencies reduces its error.

If 313 K is the maximum of a temperature sweep, (28) applies. Its right side is about $0.02697/0.85=0.032$, so $\omega\tau\approx1.032$. The true $\tau$ is 3.2% longer than assumed in (29), and $D$ is lower by about 3%. Put differently, if $\omega\tau=1$ at 313 K, a numerical maximization of (27) places the sweep maximum 0.31 K lower.

The relaxation strength has a smaller effect. Take $C=10^{-4}$, $\Lambda=1$ and stress along [100] with a Young modulus of 130 GPa, all rough values. For a stress of 10 MPa and $v=11.82$ angstrom$^3$, the energy difference between site types is $u_\sigma=v\sigma\Lambda/(k_BT)=0.0274$ in units of $k_BT$. Because $J_U$ is the inverse modulus $1/E$, (14) gives

$$\Delta=\frac29C\Lambda\,u_\sigma\frac E\sigma=0.2222\times10^{-4}\times0.0274\times13000=0.0079. \tag{34}$$

By (26) the peak in a frequency sweep then lies 0.39% above $\omega\tau=1$. In a temperature sweep this adds to the shift of (28), which was found for $\Delta\to0$: the maximum of (25) moves to $\omega\tau\approx1.036$, about 0.35 K below the point where $\omega\tau=1$.

The same $u_\sigma$ measures the error of linear response. Let constant tension lower the $z$ sites by $u_\sigma k_BT$ while the other sites and all saddles stay fixed. The rate of leaving a $z$ site becomes $4we^{-u_\sigma}$, while the rate of entry from each other type stays $2w$. Then

$$\frac1\tau=4we^{-u_\sigma}+2w, \tag{35}$$

and $\tau$ is 1.8% longer than $1/(6w)$. Shifts of the saddles can add terms of similar order. In an oscillating stress, the second-order strain appears at frequencies $0$ and $2\omega$. The response at $\omega$ is first changed at third order, so its relative correction is of order $u_\sigma^2$.

### Errors of the model

Some neglected effects alter $w$ and leave (1) intact. Tunnelling is one. Model the path between neighbouring sites by a cosine barrier of height $H$ and period $d=a/2$. The curvature at the top has magnitude $2\pi^2H/d^2$. For an atom of mass $M$ the corresponding frequency is $\omega_b=\sqrt{2\pi^2H/(Md^2)}$. With a carbon mass of 12 atomic mass units, its quantum is 0.053 eV.

A parabolic barrier transmits with probability $1/(1+e^{-2\pi\mathcal E/\omega_b})$, where $\mathcal E$ is the energy measured from the top. Averaging over a thermal stream gives the ratio to the classical rate,

$$\int_{-\infty}^{\infty}\frac{\beta e^{-\beta\mathcal E}\,d\mathcal E}{1+e^{-2\pi\mathcal E/\omega_b}}=\frac{\beta\omega_b/2}{\sin(\beta\omega_b/2)}\approx1+\frac{(\beta\omega_b)^2}{24}. \tag{36}$$

The integral converges for $\beta\omega_b<2\pi$, which holds here. The closed form gives an increase of 18% at 313 K and 2.3% at 840 K. The truncated last form gives 16% at 313 K, where $\beta\omega_b/2$ is close to one and the series is only rough. Zero-point energies are left out, so this is the size of one quantum effect and not a full correction. It multiplies $D$ and $1/\tau$ alike and cancels from $D\tau$, but a change with temperature enters the extrapolation.

Thermal expansion enters through $a^2$. With a rough expansion coefficient of $1.2\times10^{-5}\ \mathrm{K^{-1}}$, $D$ at 840 K rises by 1.3% at fixed $w$.

Long jumps change the relation itself. Assume that they have the same prefactor as short ones and an extra barrier of 0.3 eV, so that $\rho=\exp(-0.3\ \mathrm{eV}/k_BT)$. This barrier is an illustrative choice, not a computed property of iron. Equation (22) then raises $D\tau$ by 0.003% at 313 K and by 3.1% at 840 K. If $D$ is extrapolated from the short-jump rate alone, the missing part is $4\rho$ by (21), about twice as large as the change in $D\tau$ when $\rho$ is small.

Interactions between carbon atoms add other relaxation times. Suppose that each carbon atom offers four sites at which another is bound by 0.1 eV, again assumed values. A given site is filled with probability $C/3$ without binding. The paired fraction is then roughly $4(C/3)\exp(0.1\ \mathrm{eV}/k_BT)$, or 0.5% at 313 K. The estimate requires this fraction to be small.

Dislocations can be more serious. Let their length per volume be $10^{12}\ \mathrm{m^{-2}}$, and let each hold ten carbon atoms per length $\sqrt3a/2$ of its line, which is the repeat distance of the crystal along [111]. Dividing the held carbon per volume by the total, $C/v$, gives 0.5%. At fixed $C$ this fraction is proportional to dislocation density, so at $10^{14}\ \mathrm{m^{-2}}$ it is 48%. If held atoms do not move but exchange with free ones, a tracer atom spends 52% of a long time free, and its long-time diffusivity is 0.52 of the lattice value. The free atoms still relax with the same $\tau$. Equation (1) then gives the diffusivity of free carbon, about twice that of all carbon. This estimate assumes full traps, which holds near 313 K for strong binding. With an assumed binding energy of 0.6 eV, a held atom then stays for about $10^9$ s, so the long-time limit for one atom lies far beyond a measurement. At 840 K the same traps hold only about 5% of the carbon.

### The model beside real iron

The lattice parameter, peak temperature and activation energy used here are typical of carbon in ferritic iron near the damping peak, to the rough accuracy stated. A single activation energy up to 840 K is a cruder assumption. Measured diffusivities of carbon in ferrite tend to bend above a straight Arrhenius line at high temperature, and published fits near 840 K range from slightly above the value extrapolated here to about two and a half times it. Part of that gap lies within the uncertainty of $H$, since 0.02 eV alone gives a factor of 1.59. Equation (33) is thus likely to underestimate even the idealized depth. The concentration $10^{-4}$ is far above the equilibrium solubility at 313 K. Such a sample must be cooled quickly and measured before much carbon precipitates. Cold-worked iron readily has the higher dislocation density considered above, and for it, near the peak temperature and at $C=10^{-4}$, the free-carbon assumption can fail by the factor of two just found. At 840 K the traps are only partly filled and the effect is smaller.

In ferritic nitrocarburizing, nitrogen enters together with carbon and a compound layer usually forms at the surface. The depth in (33) describes dissolved carbon under a fixed surface concentration, with no such layer and no precipitation. It is a diffusion length for that idealized case and not a predicted hardened depth. Trapping and precipitation slow the advance of carbon, by an amount that depends on the steel.

Conventional carburizing is carried out at higher temperature in austenite, which is fcc. There an octahedral site has six nearest metal atoms at equal distances along the cubic axes. An isolated interstitial on it has no preferred axis, uniform stress does not split the site energies, and the relaxation used here is absent. The extrapolation from this damping peak, known as the Snoek peak, must therefore stop before iron changes structure.
